# Logarithmic derivatives, phase shifts and interior nodes for a square well

## Problem

A particle moves in the spherical square well \(V(r)=-V_0\) for \(r<a\), \(V(r)=0\) for \(r>a\), with \(V_0>0\). Use Hartree atomic units with mass 1. Write the radial function as \(R(r)=u(r)/r\), with \(u(0)=0\), so that

\[
u''=\left[\frac{l(l+1)}{r^2}+2(V-E)\right]u ,\qquad D(r)=\frac{u'(r)}{u(r)} .
\]

For \(E>0\) let \(k=\sqrt{2E}\) and \(K=\sqrt{2(E+V_0)}\).

1. For \(l=0\), relate \(D(r)\) at any \(r\ge a\) to the phase shift \(\delta\), and find \(\delta\) for the well. Extend the relation to general \(l\).
2. Two different interiors give the same \(D(a)\) at the same \(E\) and \(l\), and the potentials agree for \(r>a\). Show that the outer wavefunctions are the same up to a constant factor, however many nodes lie inside.
3. Take \(a=2\) bohr, \(E=0.5\) hartree and \(V_0=0.5\) hartree. Find wells of the same radius with one and two interior nodes and the same \(D(a)\) for \(l=0\). Compare the wavefunctions.
4. What happens to the phase shift when an interior node is added?
5. Does agreement at one energy imply agreement at neighbouring energies, for other \(l\), or in the number of bound states? What does this mean for the detection of ghost states?

## Solution

### 1. From logarithmic derivative to phase shift

For \(l=0\) the equation inside is \(u''=-K^2u\). The condition \(u(0)=0\) selects \(u=\sin Kr\), up to a factor, so

\[
D(a)=K\cot Ka .
\]

Outside, \(u''=-k^2u\), and the general solution can be written \(u=A\sin(kr+\delta)\), which defines \(\delta\). Dividing \(u'=Ak\cos(kr+\delta)\) by \(u\) gives

\[
D(r)=k\cot(kr+\delta),\qquad
\delta=\operatorname{arccot}\frac{D(r)}{k}-kr \pmod \pi .
\]

\(D(r)\) varies with \(r\), but \(\delta\) does not: the term \(-kr\) removes the phase of free motion. The ambiguity of \(\pi\) is harmless, since adding \(\pi\) to \(\delta\) only reverses the sign of \(u\).

The potential jumps by a finite amount at \(a\), so \(u''\) is finite and both \(u\) and \(u'\) are continuous. Equating the inner and outer \(D(a)\) gives \(K\cot Ka=k\cot(ka+\delta)\), or

\[
\tan(ka+\delta)=\frac{k}{K}\tan Ka,\qquad
\delta=\arctan\!\left(\frac{k}{K}\tan Ka\right)-ka \pmod\pi .
\]

If \(u(a)=0\), then \(D(a)\) is infinite and the condition reads \(\sin(ka+\delta)=0\). For \(V_0\to0\), \(K\to k\) and \(\delta\to0\), as it must.

For general \(l\) the free solutions are the spherical Bessel functions \(j_l\) and \(y_l\). Write

\[
R=\cos\delta_l\,j_l(kr)-\sin\delta_l\,y_l(kr).
\]

For \(l=0\), \(j_0(x)=\sin x/x\) and \(y_0(x)=-\cos x/x\), so \(R=\sin(kr+\delta_0)/(kr)\), in agreement with the definition above. From \(u=rR\) we have \(u'/u=1/r+R'/R\), hence \(\Lambda\equiv R'(a)/R(a)=D(a)-1/a\). With primes on \(j_l,y_l\) denoting derivatives with respect to their argument, taken at \(ka\),

\[
k(\cos\delta_l\,j_l'-\sin\delta_l\,y_l')=\Lambda(\cos\delta_l\,j_l-\sin\delta_l\,y_l).
\]

Collecting the cosine terms on the left and the sine terms on the right gives \(\cos\delta_l\,(kj_l'-\Lambda j_l)=\sin\delta_l\,(ky_l'-\Lambda y_l)\), so

\[
\tan\delta_l=\frac{k\,j_l'(ka)-\Lambda\,j_l(ka)}{k\,y_l'(ka)-\Lambda\,y_l(ka)} .
\]

### 2. Equal \(D(a)\) gives the same outer function

Let \(u_1,u_2\) belong to the two interiors, with \(u_1(a)\) and \(u_2(a)\) nonzero. Define \(c=u_2(a)/u_1(a)\). Equality of the logarithmic derivatives gives

\[
u_2'(a)=D(a)\,u_2(a)=c\,D(a)\,u_1(a)=c\,u_1'(a).
\]

The difference \(w=u_2-cu_1\) therefore has \(w(a)=0\) and \(w'(a)=0\). For \(r>a\) both functions obey the same linear equation, so \(w\) obeys it too. A solution of a second-order linear equation is fixed by its value and slope at one point, so \(w=0\) for all \(r\ge a\). For \(l=0\) this can be seen directly: \(w=\alpha\sin kr+\beta\cos kr\) satisfies \(w^2+(w'/k)^2=\alpha^2+\beta^2\), and the left side vanishes at \(a\), so \(\alpha=\beta=0\). Thus

\[
u_2(r)=c\,u_1(r)\qquad (r\ge a).
\]

If both functions vanish at \(a\), their slopes there are nonzero, and the same argument works with \(c=u_2'(a)/u_1'(a)\).

The interior entered only through the ratio of slope to value that it delivers at \(a\). Its nodes never appeared. The projector augmented-wave (PAW) method relies on this matching when it uses a smooth function inside an atomic sphere in place of one with nodes: if both obey the same equation outside and have the same \(D\) at the boundary, they scatter identically at that energy and \(l\). The match at neighbouring energies depends on the projector and overlap terms of PAW, which are not treated here.

### 3. Three wells with the same \(D(a)\)

Put \(x=Ka\). The wells sought satisfy \(x\cot x=aD(a)\). The left side has derivative

\[
\frac{d}{dx}(x\cot x)=\cot x-\frac{x}{\sin^2x}=\frac{\tfrac12\sin2x-x}{\sin^2x}<0 ,
\]

because \(\sin2x<2x\) for \(x>0\). On each interval \(n\pi<x<(n+1)\pi\) with \(n\ge1\) it falls from \(+\infty\) to \(-\infty\), so there is one root. On \(0<x<\pi\) it falls from 1 to \(-\infty\), so there is one root if \(aD(a)<1\). The zeros of \(\sin Kr\) are at \(r=j\pi/K\). Those with \(r<a\) have \(j<x/\pi\), which leaves \(j=1,\dots,n\): the root in interval \(n\) has \(n\) interior nodes. Its depth is \(V_0=x^2/(2a^2)-E\).

For the given well, \(k=1\) and \(K=\sqrt2=1.4142\) bohr\(^{-1}\), so \(Ka=2.8284\) and there is no interior node. Then

\[
D(a)=1.4142\cot(2.8284)=-4.3673\ \text{bohr}^{-1},\qquad aD(a)=-8.7345 .
\]

The next two roots are \(x=5.7046\) and \(x=8.6446\). They give

\[
V_0=\frac{5.7046^2}{8}-0.5=3.568\ \text{hartree}\quad(97.09\ \text{eV}),
\]
\[
V_0=\frac{8.6446^2}{8}-0.5=8.841\ \text{hartree}\quad(240.58\ \text{eV}).
\]

The nodes lie at 1.101 bohr in the first of these wells, and at 0.727 and 1.454 bohr in the second.

All three wells have the same phase shift. From \(\tan(ka+\delta)=k/D(a)=-0.2290\) we get \(ka+\delta=\pi-0.2251=2.9165\), and hence \(\delta=0.9165\) rad modulo \(\pi\).

The values of \(u(r)/u(a)\) from numerical integration are:

| \(r\) (bohr) | no node | one node | two nodes |
|---|---|---|---|
| 0.5 | 2.109 | −1.810 | 1.181 |
| 1.0 | 3.206 | −0.522 | −1.315 |
| 1.5 | 2.766 | 1.659 | 0.283 |
| 3.0 | −3.135 | −3.135 | −3.135 |
| 5.0 | −1.606 | −1.606 | −1.606 |

Inside, the functions are quite different; outside, they coincide. As a control, a well with \(V_0=1.0\) hartree has \(D(a)=5.183\) bohr\(^{-1}\), and its outer function, scaled in the same way, departs from the others by up to 9.55. The numerical check checks these statements by direct integration.

### 4. What a node does to the phase

To follow the phase from the origin, define \(\theta(r)=kr+\delta(r)\) at every \(r\) by \(\cot\theta=u'/(ku)\), with \(\delta(0)=0\). Differentiate, using \(u''=-K^2u\) inside:

\[
-\frac{\theta'}{\sin^2\theta}=\frac{1}{k}\left(\frac{u''}{u}-\frac{u'^2}{u^2}\right)=-\frac{K^2+k^2\cot^2\theta}{k}.
\]

Multiply by \(-\sin^2\theta\), then use \(\cos^2\theta=1-\sin^2\theta\) and \(K^2-k^2=2V_0\):

\[
\theta'=k+\frac{2V_0}{k}\sin^2\theta,\qquad
\delta'(r)=\frac{2V_0}{k}\sin^2(kr+\delta).
\]

At a zero of \(u\) the same equation follows from \(\tan\theta=ku/u'\). Since \(\theta'>0\), \(\theta\) passes upward through one multiple of \(\pi\) at each node. With \(n\) interior nodes, \(\theta(a)\) lies between \(n\pi\) and \((n+1)\pi\). In the matched wells \(\cot\theta(a)=D(a)/k\) is the same, so their accumulated phases differ by \(\pi\) per extra node. Integration gives 0.9165, 4.0581 and 7.1997 rad, in steps of 3.1416. The node is recorded in the accumulated phase, but the outer wave scaled to unit amplitude, \(\sin(kr+\delta)\), changes only by a sign.

### 5. Other energies, other \(l\), and ghost states

**Neighbouring energies.** For \(l=0\), \(D'=u''/u-D^2=2(V-E)-D^2\). Differentiate with respect to \(E\), with \(V\) independent of energy, and multiply by \(u^2\). Since \(2u^2D=2uu'=(u^2)'\),

\[
\left(u^2\,\frac{\partial D}{\partial E}\right)'=-2u^2 .
\]

The bracket equals \(u\,\partial_Eu'-u'\,\partial_Eu\), which is continuous through interior nodes and vanishes at \(r=0\). Integration from 0 to \(a\) gives

\[
\frac{\partial D(a)}{\partial E}=-2N,\qquad N=\frac{1}{u(a)^2}\int_0^a u^2\,dr .
\]

For the well, \(\int_0^a\sin^2Kr\,dr=a/2-\sin Ka\cos Ka/(2K)\). Divide by \(\sin^2Ka\), and use \(1/\sin^2Ka=1+D^2/K^2\) and \(\cot Ka=D/K\), where \(D=D(a)\):

\[
N=\frac a2\left(1+\frac{D^2}{K^2}\right)-\frac{D}{2K^2}
=\frac a2+\frac{D(aD-1)}{2K^2}.
\]

Wells with equal \(D\) but different \(K\) thus have different slopes, unless \(D=0\) or \(aD=1\). Here \(D(aD-1)=(-4.3673)(-9.7345)=42.51\) bohr\(^{-1}\), and the nodeless well has \(N=1+42.51/4=11.63\) bohr. The other two have 3.61 and 2.14 bohr. At \(E=0.6\) hartree the phase shifts have separated to 0.821, 0.742 and 0.727 rad. For interior potentials independent of energy, as assumed in this derivation, keeping the match to first order in energy requires equal \(N\) as well; this is the norm-conservation condition.

**Other \(l\).** At the original energy, the \(l=1\) phase shifts of the three wells are 0.664, 2.810 and 2.477 rad modulo \(\pi\). The match at \(l=0\) does not carry over.

**Bound states.** For \(E<0\) the outer function is \(e^{-\kappa r}\) with \(\kappa=\sqrt{-2E}\), so an \(l=0\) level occurs where \(K\cot Ka=-\kappa\). The levels, in hartree, are:

- no node at \(E=0.5\): −0.051
- one node: −2.705, −0.384
- two nodes: −7.860, −4.976, −0.603

Three wells that cannot be told apart by \(l=0\) scattering at 0.5 hartree hold one, two and three \(l=0\) levels. Each level is a true eigenstate of its own well. It becomes a ghost when that well is meant to imitate a reference that has no such level in the energy range to be described. If the one-node well stood in for the nodeless one, it would bring one level too many, neither of its levels would lie at −0.051 hartree, and the test at 0.5 hartree would show none of this. The wells are local potentials, whose \(l=0\) levels are ordered by their number of nodes. Ghosts in real pseudopotentials usually come from nonlocal separable (Kleinman–Bylander) terms, for which this ordering need not hold, so a ghost can appear even when the function matched at the reference energy has no node. The wells show that a match at one energy does not fix the spectrum; they do not model that mechanism.

A scattering test must therefore compare \(D(a)\) over a range of energies, including those where a spurious level could lie, and separately for each \(l\). The slope formula also bears on the energy step, but large \(N\) alone is not the criterion: \(N\) diverges at every zero of \(u(a)\), where no level need lie. Among the three matched wells the nodeless one has the largest \(N\) because \(D(aD-1)>0\) and its \(K\) is the smallest. Define \(\cot\phi=D(a)/q\) with a fixed wave number \(q>0\). Then \(\partial\phi/\partial E=(2N/q)\sin^2\phi\), and \(\sin^2\phi=q^2u(a)^2/[q^2u(a)^2+u'(a)^2]\), so \(\partial\phi/\partial E=2q\int_0^a u^2\,dr\,/\,[q^2u(a)^2+u'(a)^2]\). The choice of \(q\) matters: a very small \(q\) makes \(\phi\) turn rapidly near a zero of \(u'(a)\), and a very large \(q\) near a zero of \(u(a)\), whether or not a level lies there. So take \(q\) comparable with the wave numbers of the problem, here \(q=1\) bohr\(^{-1}\). At a bound level \(u'(a)=-\kappa u(a)\), and the rate becomes \(2q\int_0^a u^2\,dr\,/\,[(q^2+\kappa^2)u(a)^2]\). It is large when the level has decayed over several lengths \(1/\kappa\) before it reaches \(a\); the energy step of a scan must then be fine enough to resolve it. The wells used here fill the sphere and are not of this kind: with \(q=1\) bohr\(^{-1}\) and \(u=\sin Kr\), \(\partial\phi/\partial E\) stays below 2.4 rad per hartree. The program does not test such a scan.

## Computed results

```
well radius a = 2.0 bohr, energy E = 0.50 hartree
outer wave number k = 1.0000 1/bohr
target D(a) = -4.36726 1/bohr, a*D(a) = -8.73453
WELL with 0 inner nodes: V0 = 0.50000 hartree = 13.606 eV
  K = 1.41421 1/bohr, K*a = 2.82843 rad
  node radii (bohr): none
  D(a) by integration = -4.36726 1/bohr
  phase shift modulo pi: formula 0.91650, from outer wave 0.91650 rad
  accumulated phase shift = 0.91650 rad
  inner norm N = 11.6283 bohr, dD/dE = -23.257 1/(bohr hartree)
  u(r)/u(a) at r = 0.5 1 1.5 3 5 bohr: 2.1087 3.2063 2.7664 -3.1346 -1.6063
WELL with 1 inner nodes: V0 = 3.56784 hartree = 97.086 eV
  K = 2.85231 1/bohr, K*a = 5.70463 rad
  node radii (bohr): 1.1014
  D(a) by integration = -4.36726 1/bohr
  phase shift modulo pi: formula 0.91650, from outer wave 0.91650 rad
  accumulated phase shift = 4.05809 rad
  inner norm N = 3.6128 bohr, dD/dE = -7.226 1/(bohr hartree)
  u(r)/u(a) at r = 0.5 1 1.5 3 5 bohr: -1.8097 -0.5217 1.6593 -3.1346 -1.6063
WELL with 2 inner nodes: V0 = 8.84105 hartree = 240.577 eV
  K = 4.32228 1/bohr, K*a = 8.64456 rad
  node radii (bohr): 0.7268 1.4537
  D(a) by integration = -4.36726 1/bohr
  phase shift modulo pi: formula 0.91650, from outer wave 0.91650 rad
  accumulated phase shift = 7.19968 rad
  inner norm N = 2.1378 bohr, dD/dE = -4.276 1/(bohr hartree)
  u(r)/u(a) at r = 0.5 1 1.5 3 5 bohr: 1.1810 -1.3148 0.2828 -3.1346 -1.6063
largest differences of u(r)/u(a) from the nodeless well:
  outside, matched wells: below 1e-5 is True
  inside, smaller of the two matched wells: 4.383
  control V0 = 1.0 hartree: D(a) = 5.1830 1/bohr, outside 9.550
phase shifts modulo pi at E = 0.6 hartree (rad): 0.82077 0.74211 0.72705
l = 1 phase shifts modulo pi at E = 0.5 hartree (rad): 0.66431 2.81034 2.47735
bound s levels, well with 0 inner nodes (hartree): -0.0509
bound s levels, well with 1 inner nodes (hartree): -2.7049 -0.3842
bound s levels, well with 2 inner nodes (hartree): -7.8597 -4.9758 -0.6029
```
